\section*{Mean band-filling energy of an electron in a two-dimensional supercell}

\section{Question}

I am computing a donor in a two-dimensional channel material. My supercell has an area of $1\ \mathrm{nm^2}$ (100 square angstrom), and the donor puts one electron into the conduction band. I was told to subtract a ``band-filling energy'' before comparing cells of different size. The band is parabolic, its mass is $0.5$ electron masses, and its total degeneracy is four.

From the density of states I get a Fermi energy of $0.24$ eV. Is that the number to subtract? I remember a factor $3/5$ for the mean energy of an electron gas, but I am not sure that it applies here. I also don't know whether to multiply the degeneracy by two for spin. To add to the confusion, when I fill the band using only the $\Gamma$ point, the band-filling energy is zero. Which value is right, and how far can I trust it?

\section{Answer}

The number to subtract is the mean energy above the band edge, not the Fermi energy. In two dimensions the mean is half the Fermi energy, so the factor $3/5$ does not apply. ``Total degeneracy four'' already includes spin: two spins times two valleys. The zero at $\Gamma$ is a property of the k-point mesh, explained below.

\subsection{What is being corrected}

An electron released by a single donor in a very large sheet can sit at the conduction-band edge. In a periodic supercell there is one such electron in every cell. The Pauli principle spreads these electrons over states above the edge, and the supercell energy contains the excess. Per cell it is
\begin{equation}
E_{\rm fill}=\sum_{\mathbf k}w_{\mathbf k}\sum_b f_{b\mathbf k}\,
(\varepsilon_{b\mathbf k}-\varepsilon_{\rm edge}),
\qquad \sum_{\mathbf k}w_{\mathbf k}=1 .
\label{eq:def}
\end{equation}
Here $b$ runs over the conduction states, with each spin state counted separately, and $f$ lies between 0 and 1. For an undisturbed band the excess is never negative, and it is subtracted from the supercell energy. The edge is that of the perfect host, on the same potential scale as the defect cell.

This term belongs to the neutral cell, in which the donor's electron occupies the band. If the electron is removed to make a positively charged cell, the term is absent, and an electrostatic correction for the repeated charge is needed instead.

I now take a dense mesh, zero temperature, and non-interacting electrons in an undisturbed parabolic band. All four branches have the same edge and are equally filled.

\subsection{From density to mean energy}

Let $n=1/A$ be the number of electrons per area, $m$ the band mass and $g$ the total degeneracy. In a large sheet of area $S$, each branch has $S/(2\pi)^2$ states per unit area of k-space. Filling a disk of radius $k_F$ in each of the $g$ branches gives
\begin{equation}
n=g\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{g k_F^2}{4\pi}
\quad\Longrightarrow\quad k_F^2=\frac{4\pi n}{g}.
\end{equation}
The Fermi energy, measured from the edge, is
\begin{equation}
E_F=\frac{\hbar^2k_F^2}{2m}=\frac{2\pi\hbar^2 n}{g m}.
\end{equation}
With $E_F$ replaced by a general energy $E$, the same relation gives the number of states per area below $E$, namely $gmE/(2\pi\hbar^2)$. Its derivative is the density of states,
\begin{equation}
D=\frac{g m}{2\pi\hbar^2},
\end{equation}
which does not depend on energy. Every energy between 0 and $E_F$ therefore has equal weight. Since $n=DE_F$,
\begin{equation}
\bar E=\frac1n\int_0^{E_F}E\,D\,dE
=\frac{D E_F^2}{2n}=\frac{E_F}{2}=\frac{\pi\hbar^2 n}{g m}.
\label{eq:mean}
\end{equation}

Your factor $3/5$ comes from three dimensions. In $d$ dimensions the number of states in a shell is proportional to $k^{d-1}dk$, so
\begin{equation}
\frac{\bar E}{E_F}=\frac{\int_0^{k_F}k^{d+1}dk}{k_F^2\int_0^{k_F}k^{d-1}dk}
=\frac{d}{d+2}.
\end{equation}
This is $3/5$ for $d=3$ and $1/2$ for $d=2$.

\subsection{Your numbers}

With $\hbar^2/m_e=0.0762\ \mathrm{eV\,nm^2}$, where $m_e$ is the free-electron mass, and $n=1\ \mathrm{nm^{-2}}$,
\begin{align}
E_F&=\frac{2\pi\times0.0762\times1}{4\times0.5}\ \mathrm{eV}
=0.2394\ \mathrm{eV},\\
\bar E&=\frac{0.2394}{2}\ \mathrm{eV}\approx0.12\ \mathrm{eV}
\quad(0.0044\ \text{Hartree}).
\end{align}
There is one electron per cell, so $0.12$ eV is also the correction per cell. As a direct check, I filled the discrete plane-wave states of a periodic square of side 200 nm with 40,000 electrons, which is the same density. The mean was $0.1197$ eV, in agreement with Eq.~\eqref{eq:mean}.

\subsection{How the correction scales}

At fixed mass and degeneracy, $\bar E\propto 1/A$. Cells of 2 and 4 $\mathrm{nm^2}$ give about $0.060$ and $0.030$ eV. At zero temperature the correction vanishes in the dilute limit, as it must.

With $N_e$ electrons per cell, the density and hence the mean both grow by a factor $N_e$. The total per cell is $N_e\bar E\propto N_e^2/A$. Two electrons in your cell cost $0.479$ eV, four times the value for one.

If the electrons are fully spin-polarized, $g$ falls from four to two, and the mean doubles to $0.239$ eV at the same density. You should therefore check the spin state that your calculation found.

For elliptical valleys, put $k_x=\sqrt{m_x}\,q_x$ and $k_y=\sqrt{m_y}\,q_y$. The energy becomes $\hbar^2(q_x^2+q_y^2)/2$, and the area element becomes $\sqrt{m_xm_y}\,dq_x\,dq_y$. The density of states is that of an isotropic band with $m=\sqrt{m_xm_y}$. Masses of $0.4$ and $0.625$ have $\sqrt{0.4\times0.625}=0.5$ and give the same $0.12$ eV.

\subsection{Why the \texorpdfstring{$\Gamma$}{Gamma} point gives zero}

Take a square cell of side $L=1$ nm and an $N\times N$ mesh that includes the band bottom. The mesh describes a periodic crystal of side $NL$ containing $N^2$ electrons, with wavevectors $2\pi(i,j)/(NL)$ for integer $i,j$. I assume that the bottom of each valley falls on a mesh point of the supercell.

Four electrons fit at the band bottom. For $N=1$ there is one electron and for $N=2$ there are four, so both meshes give zero. For $N=3$ there are nine electrons, and five of them must go to the next shell, at $k=2\pi/(3L)$. With $\hbar^2/(2m)=0.0762\ \mathrm{eV\,nm^2}$ for $m=0.5\,m_e$,
\begin{equation}
\bar E_{3\times3}=\frac59\times0.0762\times
\left(\frac{2\pi}{3}\right)^2\mathrm{eV}=0.186\ \mathrm{eV}.
\end{equation}
For $N=4$, twelve of the sixteen electrons are in the next shell:
\begin{equation}
\bar E_{4\times4}=\frac{12}{16}\times0.0762\times
\left(\frac{2\pi}{4}\right)^2\mathrm{eV}=0.141\ \mathrm{eV}.
\end{equation}
The $6\times6$ mesh gives $0.111$ eV, and the $12\times12$ mesh gives $0.1195$ eV. The approach is not monotonic, because shells of states are filled one after another.

The practical rule follows from Eq.~\eqref{eq:def}: evaluate the correction with the same mesh and occupations as the total energy. If that energy came from a $\Gamma$-only calculation with the band bottom at $\Gamma$, it contains no filling energy in this model, and subtracting $0.12$ eV would introduce an error. The continuum formula is the dense-mesh limit.

\subsection{Temperature}

At temperature $T$, let $f(E)=1/[e^{(E-\mu)/k_BT}+1]$. The electron count is
\begin{equation}
\frac nD=\int_0^\infty f\,dE=k_BT\ln\!\left(1+e^{\mu/k_BT}\right).
\end{equation}
For $\mu\gg k_BT$ the right side is $\mu$ up to a term of order $k_BTe^{-\mu/k_BT}$, so $\mu\approx E_F$. For the energy, compare $f$ with a sharp step at $\mu$. Write $E=\mu+x$ above the step and $E=\mu-x$ below it:
\begin{equation}
\int_0^\infty E f\,dE=\frac{\mu^2}{2}
+\int_0^\infty\frac{(\mu+x)\,dx}{e^{x/k_BT}+1}
-\int_0^{\mu}\frac{(\mu-x)\,dx}{e^{x/k_BT}+1}.
\end{equation}
Extending the last integral to infinity costs an exponentially small error. The terms in $\mu$ then cancel and those in $x$ add. With $\int_0^\infty x\,dx/(e^x+1)=\pi^2/12$,
\begin{equation}
\bar E(T)\simeq\frac{E_F}{2}+\frac{\pi^2(k_BT)^2}{6E_F}.
\end{equation}
At 300 K, $k_BT=0.02585$ eV, and the second term is $0.0046$ eV. The mean rises to $0.124$ eV, a change of about 4\% relative to the zero-temperature value. The change is much larger in larger cells: at 300 K the full Fermi--Dirac integral gives $0.069$ and $0.045$ eV for cells of 2 and 4 $\mathrm{nm^2}$, instead of $0.060$ and $0.030$ eV.

In the opposite limit, $E_F\ll k_BT$, the occupation is proportional to $e^{-E/k_BT}$. The mean is then $\int_0^\infty Ee^{-E/k_BT}dE\,/\int_0^\infty e^{-E/k_BT}dE=k_BT$, independent of density. The $1/A$ law therefore needs $E_F\gg k_BT$.

\subsection{When the four branches do not share one edge}

Suppose that a second set of states starts at a height $\Delta$ above the lowest edge. Give each set the weight $w_i=g_im_i/m_e$, and define $C=2\pi\hbar^2n/m_e=0.4788$ eV. The densities of states are $D_i=w_im_e/(2\pi\hbar^2)$, so $D_i/n=w_i/C$. If both sets are occupied, counting electrons gives
\begin{equation}
w_1\mu+w_2(\mu-\Delta)=C
\quad\Longrightarrow\quad
\mu=\frac{C+w_2\Delta}{w_1+w_2}.
\end{equation}
Integrating the energy from each edge to $\mu$ gives the mean above the lowest edge:
\begin{equation}
\bar E=\frac{w_1\mu^2+w_2(\mu^2-\Delta^2)}{2C},\qquad \mu>\Delta .
\end{equation}

For a spin splitting of $0.03$ eV, two branches start at each edge, so $w_1=w_2=2\times0.5=1$. Then $\mu=(0.4788+0.03)/2=0.2544$ eV and $\bar E=0.134$ eV.

Now keep the original four branches together and add side valleys $0.15$ eV higher, with total degeneracy six and mass $0.6$. The weights are $w_1=2$ and $w_2=3.6$, so
\begin{equation}
\mu=\frac{0.4788+3.6\times0.15}{5.6}\ \mathrm{eV}=0.182\ \mathrm{eV},
\qquad \bar E=0.109\ \mathrm{eV}.
\end{equation}
The side valleys lower the mean because they offer room below the old Fermi energy.

\subsection{When the band is not parabolic}

A simple correction to the dispersion is $E(1+\alpha E)=X$, with $X=\hbar^2k^2/(2m)$ and $m$ the mass at the edge. Solving the quadratic for its positive root gives $E=(\sqrt{1+4\alpha X}-1)/(2\alpha)$. The density fixes $k_F$, so $X$ still runs uniformly from 0 to the parabolic value $E_F$. Averaging gives
\begin{equation}
\bar E=\frac1{E_F}\int_0^{E_F}E(X)\,dX
=\frac{(1+4\alpha E_F)^{3/2}-1}{12\alpha^2E_F}-\frac1{2\alpha}.
\end{equation}
For $\alpha=0.5$ per eV this is $0.1115$ eV, about 7\% below the parabolic value.

\subsection{What interactions add}

The band-filling energy is a one-particle quantity. Two omitted interaction energies can be comparable with the correction or larger. To size them, I use a uniform screening constant $\kappa$ and write $c=e^2/(4\pi\epsilon_0\kappa)$. The screening of a real sheet depends on distance, so these are rough estimates.

The first is exchange between electrons in the same branch. The Fourier transform of $c/r$ in two dimensions is $2\pi c/q$. Adding an electron at the Fermi circle changes the exchange energy by
\begin{equation}
\Sigma(k_F)=-\int_{k'<k_F}\frac{d^2k'}{(2\pi)^2}
\frac{2\pi c}{|\mathbf k_F-\mathbf k'|}.
\end{equation}
Use polar coordinates centred on the rim point $\mathbf k_F$. The factor $q$ in the area element cancels $1/q$, and the chord at angle $\theta$ from the diameter has length $2k_F\cos\theta$. Hence
\begin{equation}
\Sigma(k_F)=-\frac{c}{2\pi}\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta
=-\frac{2ck_F}{\pi}.
\end{equation}
The exchange energy per electron, $\varepsilon_x$, is proportional to $k_F$, because $1/k_F$ is the only length in the problem. Thus $\varepsilon_x\propto n^{1/2}$ and $\Sigma(k_F)=d(n\varepsilon_x)/dn=\tfrac32\varepsilon_x$, so
\begin{equation}
\varepsilon_x=-\frac{4ck_F}{3\pi}.
\end{equation}
With $k_F=1.77\ \mathrm{nm^{-1}}$ this is $-1.08$ eV without screening and $-0.11$ eV for $\kappa=10$. Even the screened value is comparable with the filling energy, and it has the opposite sign. Its exact size depends on the assumed $\kappa$.

The second is the attraction of the donor. For an isolated donor with potential $-c/r$, try $\psi=e^{-r/\lambda}$. Since $\psi''+\psi'/r=[1/\lambda^2-1/(\lambda r)]\psi$, the Schr\"odinger equation becomes
\begin{equation}
-\frac{\hbar^2}{2m\lambda^2}+\frac{\hbar^2}{2m\lambda r}-\frac cr=E .
\end{equation}
The terms in $1/r$ must cancel, which gives
\begin{equation}
\lambda=\frac{\hbar^2}{2mc},\qquad
E=-\frac{\hbar^2}{2m\lambda^2}=-\frac{2mc^2}{\hbar^2}.
\end{equation}
The function has no node, so this is the ground state. Its mean radius is $\int r^2e^{-2r/\lambda}dr/\int re^{-2r/\lambda}dr=\lambda$. For $\kappa=10$ the binding energy is $0.27$ eV and the radius is $0.53$ nm.

For this $\kappa$ the binding energy is comparable with $E_F$, but donors 1 nm apart have strongly overlapping bound states, so the isolated donor is a poor guide to this cell. Consider instead a square lattice of donors with spacing $L$, leaving out the interaction between electrons. At the shortest reciprocal vector, $G=2\pi/L$, the Fourier component of the donor potential is $-2\pi c/(GL^2)=-c/L$. For $L=1$ nm its size is $0.14$ eV, while the kinetic energy $\hbar^2G^2/(2m)$ is $3.0$ eV. The shape of the band therefore stays nearly free near its bottom: diagonalizing this model in plane waves gives a mass about 3\% larger and a mean of about $0.115$ eV above the band's own bottom. The bottom itself is pulled down by about $0.05$ eV relative to a free band in the same average potential, nearly half the correction. That shift is donor attraction, not band filling. The ratio of potential to kinetic energy grows in proportion to $L$, and also with a stronger attraction. The undisturbed parabolic band is thus a worse idealization in larger cells, where the electron begins to localize at the donor. Inspect the occupied state: if it is localized at the defect, do not apply this correction. If it is spread out like a host band state, the correction approximately removes the filling energy, but other size effects remain, and you still need larger cells. Repeat the inspection for each cell, because the state can become localized as the cell grows.

\subsection{Comparison with real channels}

Your parameters are roughly those of monolayer molybdenum disulfide, which has two equivalent conduction valleys and a mass of about half the electron mass. Its valleys lie at the corners K of the hexagonal Brillouin zone. In an $n\times n$ supercell they fold onto $\Gamma$ only if $n$ is a multiple of three. For other $n$, a $\Gamma$-only calculation misses the valley bottom, and Eq.~\eqref{eq:def} then gives a positive filling energy. In the parabolic model it falls as $1/n^2$. For small $n$ the sampled point lies too far from the valley bottom for the parabola to hold, and the parabolic value can be much too large, so the host band energy at that point must be used. The density is not typical of a working transistor. One electron per $\mathrm{nm^2}$ is $10^{14}\ \mathrm{cm^{-2}}$, whereas gated channels usually carry roughly $10^{12}$ to $10^{13}\ \mathrm{cm^{-2}}$. The high value comes from the small supercell. The assumption of four branches with one common edge and nothing else nearby need not hold in a real sheet, and the size of the error depends on the material. The rough offsets used above, taken one at a time, move the result from $0.12$ to $0.134$ eV for spin splitting and to $0.109$ eV for side valleys. These offsets are illustrations, not values for molybdenum disulfide, whose calculated spin splitting at the conduction-band edge is only a few meV. For your stated band, the dense-mesh correction is $0.12$ eV. For a real sheet, use in Eq.~\eqref{eq:def} the computed band energies of the perfect host in the same supercell and on the same mesh, filled with the same number of electrons. Eigenvalues of the defect cell measured from the host edge also contain the donor attraction. In the donor-lattice model above, aligned by the average potential, they give about $0.06$ eV instead of $0.12$ eV. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Cell area: 1.00 nm^2
Band mass: 0.50 electron masses
Total degeneracy: 4
Density: 1.00e+14 cm^-2
hbar^2/m_e: 0.076200 eV nm^2
Fermi wavenumber: 1.7725 nm^-1
Half-width of square supercell zone: 3.1416 nm^-1
Density of states: 4.1773 per eV per nm^2
Fermi energy: 0.2394 eV
Mean band-filling energy: 0.1197 eV
Same in Hartree: 0.004399
Mean from discrete filling: 0.1197 eV
Discrete mean, cell of 2 nm^2: 0.0598 eV
Discrete mean, cell of 4 nm^2: 0.0299 eV
Two electrons per cell, total: 0.4788 eV
Elliptical masses: 0.400, 0.625 electron masses
Mean with elliptical masses: 0.1197 eV
Mean with full spin polarization: 0.2394 eV
Mean on 1 x 1 k-mesh: 0.0000 eV
Mean on 2 x 2 k-mesh: 0.0000 eV
Mean on 3 x 3 k-mesh: 0.1857 eV
Mean on 4 x 4 k-mesh: 0.1410 eV
Mean on 6 x 6 k-mesh: 0.1114 eV
Mean on 12 x 12 k-mesh: 0.1195 eV
Mean on 24 x 24 k-mesh: 0.1195 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Mean at this temperature: 0.1243 eV
Thermal change: +0.0046 eV
Spin splitting (rough input): 0.030 eV
Fermi level with splitting: 0.2544 eV
Mean with splitting, from lowest edge: 0.1342 eV
Change by splitting: +0.0145 eV
Side-valley offset (rough input): 0.150 eV
Side-valley degeneracy: 6
Side-valley mass: 0.60 electron masses
Fermi level with side valleys: 0.1819 eV
Mean with side valleys: 0.1090 eV
Change by side valleys: -0.0107 eV
Nonparabolicity (rough input): 0.50 per eV
Mean with nonparabolicity: 0.1115 eV
Change by nonparabolicity: -0.0082 eV
Screening constant (rough input): 10.0
Exchange per electron, unscreened: -1.083 eV
Exchange per electron, screened: -0.108 eV
Isolated donor binding energy: 0.272 eV
Isolated donor mean radius: 0.529 nm
\end{verbatim}
